# Four Radial Quadrature Rules for n^(4/3) and B88 Exchange

## Problem

A closed-shell model density of four electrons is

$$n(r)=Ae^{-ar}+Be^{-br},\qquad A=\frac{2a^3}{8\pi},\quad B=\frac{2b^3}{8\pi},$$

with $a=7$ and $b=1.5$ bohr$^{-1}$. Since $\int e^{-ar}d^3r=8\pi/a^3$, each term holds two electrons. Hartree atomic units are used. The B88 exchange energy is $E_x=\sum_\sigma\int e_\sigma\,d^3r$ with

$$e_\sigma=-C_xn_\sigma^{4/3}-\frac{\beta n_\sigma^{4/3}x_\sigma^2}{1+6\beta x_\sigma\,\mathrm{asinh}\,x_\sigma},\qquad x_\sigma=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}},$$

where $n_\sigma=n/2$, $C_x=\frac32(3/4\pi)^{1/3}$ and $\beta=0.0042$.

Compute $I=\int n^{4/3}d^3r$ and $E_x$ with these $N$-point rules, where $i=1,\dots,N$:

- Murray-Handy-Laming (MHL): $r=Rx^2/(1-x)^2$, $x=i/(N+1)$, $R=1$ bohr.
- Mura-Knowles (MK): $r=-\alpha\ln(1-x^3)$, same $x$, $\alpha=5$ bohr.
- Treutler-Ahlrichs (TA): $r=\frac{\xi}{\ln2}(1+x)^{0.6}\ln\frac{2}{1-x}$, $x=\cos\theta$, $\theta=i\pi/(N+1)$, $\xi=1$ bohr.
- Double exponential (DE): $r=\exp(t-e^{-t})$, with $N$ equally spaced $t$ from $-2.5$ to $3.5$.

(a) Write $e_\sigma$ so that it survives underflow of the density. (b) Tabulate the error against $N$. (c) Explain how each error falls.

## Hints

1. Divide the numerator and denominator of the gradient term by $x_\sigma$, and work with $\ln n_\sigma$.
2. Each rule is a trapezoid sum in $x$, $\theta$ or $t$. For TA, the second-kind Gauss-Chebyshev weight $\frac{\pi}{N+1}\sin^2\theta_i$ belongs to the weight function $\sqrt{1-x^2}=\sin\theta$. Dividing by it leaves $\frac{\pi}{N+1}\sin\theta_i$, which is the step in $\theta$ times $|dx/d\theta|$.
3. What error does a trapezoid sum make for an integrand that starts as $y^p$ at an endpoint?
4. The DE integrand is negligible at both ends. Look for complex $r$ at which $n(r)=0$.

## Solution

### A safe form of B88

Because $n_\sigma^{4/3}x_\sigma=|n_\sigma'|$, dividing by $x_\sigma$ gives

$$\frac{\beta n_\sigma^{4/3}x_\sigma^2}{1+6\beta x_\sigma\,\mathrm{asinh}\,x_\sigma}=\frac{\beta|n_\sigma'|}{1/x_\sigma+6\beta\,\mathrm{asinh}\,x_\sigma}.$$

Let $\rho=(A/B)e^{-(a-b)r}$. Factoring $Be^{-br}$ out of $n$ and $|n'|$ gives

$$\ln n=\ln B-br+\ln(1+\rho),\qquad S\equiv\frac{|n'|}{n}=\frac{b+a\rho}{1+\rho}.$$

The ratio $S$ is the same for $n_\sigma$, so $x_\sigma=S\,n_\sigma^{-1/3}$. Inserting this in $\mathrm{asinh}\,x=\ln(x+\sqrt{1+x^2})$,

$$\frac1{x_\sigma}=\frac{n_\sigma^{1/3}}{S},\qquad \mathrm{asinh}\,x_\sigma=\ln\!\Big(S+\sqrt{S^2+n_\sigma^{2/3}}\Big)-\tfrac13\ln n_\sigma .$$

If $n_\sigma$ underflows to zero, the numerator $Sn_\sigma$ vanishes while the denominator stays positive.

The original form fails there. The outermost MHL node for $N=100$ lies at $r=100^2=10000$ bohr. At the last four nodes, the nearest being $(97/4)^2\approx588$ bohr, the density is below the smallest double-precision number, and $x_\sigma$ becomes $0/0$. These four nodes give non-finite values, and one such value spoils the whole sum although the true contribution is negligible.

The same form gives the tail. For large $r$, $S\to b$, $1/x_\sigma\to0$ and $\mathrm{asinh}\,x_\sigma\to br/3$ plus a constant. Hence the gradient term tends to

$$-\frac{\beta b n_\sigma}{6\beta\,br/3}=-\frac{n_\sigma}{2r},$$

or $-n/(2r)$ for both spins. This decays as $e^{-br}$, more slowly than $n^{4/3}\sim e^{-4br/3}$.

### Endpoint errors

Let $h$ be the step and $y$ the distance from an endpoint. For the trial function $y^pe^{-y}$, write $e^{-jh}$ as a Mellin integral with $\mathrm{Re}\,s>p+1$ and sum over $j$:

$$h\sum_{j\ge1}(jh)^pe^{-jh}=\frac1{2\pi i}\int\Gamma(s)\,\zeta(s-p)\,h^{p+1-s}\,ds .$$

Move the contour to the left. The pole at $s=p+1$ gives $\Gamma(p+1)$, which is the integral itself. The pole at $s=0$ gives $\zeta(-p)h^{p+1}$, and the pole at $s=-1$ gives $-\zeta(-p-1)h^{p+2}$. These match the terms of $y^pe^{-y}=y^p-y^{p+1}+\dots$ one by one. Thus

$$c\,y^p\ \longrightarrow\ \text{sum}-\text{integral}=c\,\zeta(-p)\,h^{p+1}.$$

For another integrand, subtract trial functions that match its first powers at the endpoint. The remainder is flat there to high order, and the Euler-Maclaurin formula makes its error of correspondingly high order. The two endpoints add. Differentiating with respect to $p$ treats terms with $\ln y$. Even positive integers $p$ contribute nothing, since $\zeta(-p)=0$.

**MHL.** With $dr/dx=2Rx/(1-x)^3$, an integrand $f(r)$ becomes

$$4\pi r^2f\frac{dr}{dx}=\frac{8\pi R^3x^5}{(1-x)^7}f(r)=8\pi R^3f(0)x^5+\dots$$

At $x=1$ the exponential decay in $r\approx R/(1-x)^2$ removes every power. Since $\zeta(-5)=-1/252$,

$$\text{error}\simeq-\frac{4\pi R^3f(0)}{126\,(N+1)^6}.$$

The cause is the finite value of $f$ at the nucleus. For $n^{4/3}$, $n(0)=A+B=27.564$ bohr$^{-3}$ and $f(0)=83.26$ bohr$^{-4}$. For $N=100$ the formula gives

$$-\frac{4\pi\times83.26}{126\times101^6}=-7.82\times10^{-12}\ \text{bohr}^{-1},$$

against an actual error of $-7.81\times10^{-12}$ bohr$^{-1}$. For B88, $f(0)$ is negative and the error positive: $5.97\times10^{-12}$ hartree predicted, $5.96\times10^{-12}$ found.

**MK.** Put $y=1-x$. Then $1-x^3\approx3y$, so $r\approx-\alpha\ln(3y)$ and $|dr/dy|\approx\alpha/y$. In the tail,

$$n^{4/3}\approx B^{4/3}e^{-4br/3}=B^{4/3}(3y)^q,\qquad q=\tfrac43b\alpha=10.$$

The mapped integrand is therefore

$$4\pi B^{4/3}\alpha^3\ln^2(3y)\frac{(3y)^q}{y}=4\pi B^{4/3}\alpha^3\frac{d^2}{dq^2}\big[3^qy^{q-1}\big].$$

Applying the endpoint result with $p=q-1$,

$$\text{error}\simeq4\pi B^{4/3}\alpha^3\frac{d^2}{dq^2}\big[(3h)^q\zeta(1-q)\big],\qquad h=\frac1{N+1}.$$

At the nucleus $r^2dr/dx\approx3\alpha^3x^8$. This even power drops out, and the next one, $x^{11}$, gives order $h^{12}$. The tail thus controls the limit of large $N$. In 40-digit arithmetic, 800 points give $-2.69\times10^{-23}$ bohr$^{-1}$, compared with $-2.73\times10^{-23}$ from the formula.

**TA.** Near $\theta=0$, $1+x\approx2$ and $1-x\approx\theta^2/2$, so

$$r\approx\frac{2^{0.6}\xi}{\ln2}\ln\frac4{\theta^2}=-\lambda\ln\frac\theta2,\qquad\lambda=\frac{2^{1.6}\xi}{\ln2}.$$

The MK tail formula applies with $\alpha\to\lambda$, $3h\to h/2$, $h=\pi/(N+1)$ and $q=4b\lambda/3=8.747$.

At the nuclear end let $\varphi=\pi-\theta$ and $u=1+x\approx\varphi^2/2$. The logarithm is $-\ln(1-u/2)\approx u/2$, hence

$$r\approx\frac{\xi}{2\ln2}u^{1.6}=c_0\varphi^{3.2},\qquad c_0=\frac{2^{-2.6}\xi}{\ln2}.$$

Then $r^2dr/d\varphi=3.2\,c_0^3\varphi^{8.6}$, which adds $4\pi f(0)\,3.2\,c_0^3\,\zeta(-8.6)\,h^{9.6}$. The two terms together give $1.847\times10^{-20}$ bohr$^{-1}$ at 400 points; the actual error is $1.845\times10^{-20}$.

**B88 with MK and TA.** The slower tail replaces $4b/3$ by $b$. The limiting orders fall to $b\alpha=7.5$ and $b\lambda=6.56$, apart from logarithms. Between 400 and 800 points the observed orders are 7.12 and 6.42. A factor $\ln(1/h)$ lowers a local order, because the logarithm grows as $h$ shrinks.

### The double-exponential rule

Here $dr/dt=r(1+e^{-t})$. The range ends at $r\approx4\times10^{-7}$ and $r\approx32$ bohr. The sphere left out at the nucleus holds about $\frac{4\pi}3(4.2\times10^{-7})^3\times83\approx3\times10^{-17}$ bohr$^{-1}$ of $I$, and the outer tail is smaller still. The error that matters comes from the step.

Let $g(t)$ be the mapped integrand and $\omega=2\pi/h$. Poisson summation for nodes $t=kh+s$ gives, to leading order,

$$\text{error}\simeq2\,\mathrm{Re}\big[Fe^{-i\omega s}\big],\qquad F=\int g(t)e^{i\omega t}dt .$$

The contour can be raised until it meets a singularity of $g$. The function $n^{4/3}$ has a branch point where $n=0$, that is, where $e^{-(a-b)r}=-B/A$. The zero nearest the real axis in the upper half plane is

$$r^*=\frac{\ln(A/B)+i\pi}{a-b}=0.840+0.571i\ \text{bohr}.$$

Solving $t^*-e^{-t^*}=\ln r^*$ gives $t^*=0.551+0.382i$. I take this as the nearest singularity in $t$; the comparison below supports the choice.

Near $t^*$, $g\approx C(t-t^*)^{4/3}$ with

$$C=4\pi r^{*2}r'(t^*)\,[n'(r^*)r'(t^*)]^{4/3}.$$

Draw the cut upwards from $t^*$ and set $t=t^*+iy$. The contour comes down the left side of the cut, where the phase of $t-t^*$ is $-3\pi/2$, and goes up the right side, where it is $\pi/2$:

$$F\simeq iCe^{i\omega t^*}\big(e^{2\pi i/3}-e^{-2\pi i}\big)\int_0^\infty y^{4/3}e^{-\omega y}dy .$$

The bracket has modulus $\sqrt3$ and the integral is $\Gamma(7/3)\omega^{-7/3}$. With $d=\mathrm{Im}\,t^*$, the amplitude of the oscillating error is

$$2|F|\simeq2\sqrt3\,|C|\,\Gamma(7/3)\,\omega^{-7/3}e^{-\omega d}.$$

Sums shifted by $h/4$ differ in phase by $90^\circ$, so the root of the sum of their squared errors measures this amplitude. To isolate the step error, this test uses 40-digit arithmetic and a wider range, $t$ from $-3.6$ to $5$; with the range $-2.5$ to $3.5$ the omitted sphere would hide it. At $h=0.05$ the amplitude is $9.4\times10^{-25}$ bohr$^{-1}$; the formula gives $8.6\times10^{-25}$. The 9% difference comes mostly from the next term. Write $g\approx C(t-t^*)^{4/3}[1+c_1(t-t^*)]$. At the zero $n''/n'=-(a+b)$, so $c_1=2r'/r+r''/r'+\frac23[-(a+b)r'+r''/r']\approx-3.0-4.6i$, with primes on $r$ meaning $d/dt$ at $t^*$. Since $\Gamma(10/3)/\Gamma(7/3)=7/3$, $F$ is multiplied by $1+\frac73ic_1/\omega\approx1.085-0.055i$ at $\omega=40\pi$. Its modulus, 1.086, compares with the observed ratio 1.092.

With $h=6/(N-1)$, the exponential gains one decimal digit for every $6\ln10/(2\pi d)=5.75$ points. This analysis is for $n^{4/3}$; the complex singularities of the B88 integrand have not been located here.

### Results and their reading

High-precision piecewise quadrature in $r$ gives $I=3.303031$ bohr$^{-1}$. Since $2C_x(n/2)^{4/3}=2^{-1/3}C_xn^{4/3}$, the Slater part is

$$-2^{-1/3}\times0.930526\times3.303031=-2.439482\ \text{hartree}.$$

The gradient part adds $-0.336572$ hartree, so $E_x=-2.776054$ hartree, or $-75.5403$ eV. This is the B88 functional of a prescribed density, not the exchange energy of a real atom.

Errors of $E_x$ relative to its reference value are:

| $N$ | MHL | MK | TA | DE |
|---|---|---|---|---|
| 10 | 1.4e-4 | 1.9e-5 | 7.1e-5 | 1.9e-2 |
| 20 | 3.2e-7 | 8.4e-8 | 7.0e-8 | 1.2e-5 |
| 40 | 1.7e-9 | 4.4e-11 | 7.5e-11 | 1.3e-9 |
| 60 | 4.4e-11 | 1.2e-12 | 5.0e-12 | 8.2e-12 |
| 80 | 8.1e-12 | 4.4e-13 | 8.3e-13 | 1.6e-14 |
| 100 | 2.1e-12 | 1.3e-13 | 2.0e-13 | 1.1e-16 |

The numerical output has the corresponding table for $n^{4/3}$.

DE is the least accurate rule at 10 and 20 points and the most accurate at 80 and 100. At 10 points the fixed range is mostly to blame, since it spends nodes on regions that matter little at low accuracy: $t$ from $-1.1$ to $2.2$ brings the error to $2.5\times10^{-5}$, or up to about $10^{-4}$ when the nodes are shifted by a fraction of a step. At 20 points a narrower range helps less; with $t$ from $-1.5$ to $2.5$ the error can still reach about $10^{-6}$, depending on where the nodes fall, which is above MK and TA. No algebraic endpoint term slows DE later, down to the floor of at most about $10^{-17}$ relative set by the omitted sphere. MK and TA lead at moderate $N$. The ranking belongs to this density and these scale parameters.

The slower B88 tail is visible at 100 points: the MK relative error is $1.3\times10^{-13}$ for B88 and about $2\times10^{-15}$ for $n^{4/3}$. The limiting order is not yet reached, however. From 80 to 100 points the MK error for B88 falls by a factor of about 3.5, while order 7.5 would give $(101/81)^{7.5}\approx5.2$.

Double precision resolves relative differences of about $2\times10^{-16}$. Entries near $10^{-16}$, and the zero printed for TA with $n^{4/3}$ at 100 points, therefore mean agreement to rounding. They do not rank the rules.

## Variation 1: one exponent

*Replace $n^{4/3}$ by $e^{-4br/3}=e^{-2r}$, with $r$ in bohr. What happens to the DE error?*

The integral is elementary: $4\pi\int_0^\infty r^2e^{-2r}dr=4\pi\times2/2^3=\pi$ bohr$^3$. A single exponential has no zero at finite complex $r$, so the branch point at $r^*$ disappears. With 25 points the relative error is $4.6\times10^{-14}$, against $8.7\times10^{-7}$ for the two-exponent density. The first value lies near a zero of the oscillating error: a shift of the nodes by a quarter step gives $4.1\times10^{-13}$, so the amplitudes to compare are about $4\times10^{-13}$ and $9\times10^{-7}$. Only part of this gain comes from the branch point, because the steep core has been removed as well. The sum $A^{4/3}e^{-4ar/3}+B^{4/3}e^{-4br/3}$, which keeps the core but has no branch point, gives $3.5\times10^{-10}$ with 25 points. The DE rule judged on this one exponential would look far better than it is for the density with a core and a valence part. This does not carry over to every rule: for MK the tail order $q=10$ is unchanged, and the coefficient of its large-$N$ relative error rises from $B^{4/3}/I\approx0.052$ to $1/\pi\approx0.32$.

## Variation 2: choosing the length scales

*For B88, which $\alpha$ and $\xi$ raise the tail order to that of the nuclear end?*

For MK the nuclear end has order 12, so $b\alpha=12$ and $\alpha=12/1.5=8$ bohr. For TA the nuclear order is 9.6. The tail order is proportional to $\xi$ and equals 6.56 at $\xi=1$ bohr, so $\xi=9.6/6.56\approx1.46$ bohr.

A more diffuse density, with smaller $b$, needs a larger scale in proportion to $1/b$. This condition concerns large $N$. Near the nucleus the MK nodes lie at $r\approx\alpha x^3$, so a larger $\alpha$ also spreads them over the core, where the density varies on the scale $1/a$. At small $N$ that can cost more than the better tail gains, and the best scale for a given $N$ has to be found by computing the error.

## Table of computed values

```
exponents a, b = 7.0, 1.5 bohr^-1; electrons 2 + 2
prefactors A, B = 27.295073, 0.268574 bohr^-3
R, alpha, xi = 1.0, 5.0, 1.0 bohr; t from -2.5 to 3.5
B88 beta = 0.0042; C_x = 0.93052574
integrated density = 4.000000000000 electrons
integral of n^(4/3) = 3.303030596200 bohr^-1
Slater part of exchange = -2.4394822025 hartree
B88 gradient part = -0.3365721088 hartree
B88 exchange = -2.7760543113 hartree = -75.540286 eV
largest relative deviation from libxc = 3.1e-15
gradient part / (-n/(2r)) at r = 10000 bohr: 0.999647
MHL, 100 points: outermost r = 10000.0 bohr
non-finite textbook B88 values there: 4 nodes
relative error, n^(4/3): points, MHL, MK, TA, DE
  10   2.9e-04   2.7e-05   7.6e-05   2.8e-02
  20   3.3e-07   1.9e-09   1.5e-08   1.1e-05
  30   4.6e-09   7.1e-11   1.3e-11   6.7e-08
  40   5.3e-10   6.1e-13   1.8e-13   3.6e-10
  60   4.9e-11   1.1e-13   1.4e-14   2.9e-14
  80   8.9e-12   1.3e-14   2.0e-15   1.1e-16
 100   2.4e-12   2.0e-15   0.0e+00   4.4e-16
relative error, B88: points, MHL, MK, TA, DE
  10   1.4e-04   1.9e-05   7.1e-05   1.9e-02
  20   3.2e-07   8.4e-08   7.0e-08   1.2e-05
  30   6.4e-08   1.3e-09   1.6e-09   6.5e-07
  40   1.7e-09   4.4e-11   7.5e-11   1.3e-09
  60   4.4e-11   1.2e-12   5.0e-12   8.2e-12
  80   8.1e-12   4.4e-13   8.3e-13   1.6e-14
 100   2.1e-12   1.3e-13   2.0e-13   1.1e-16
signed errors, actual and predicted:
MHL n^(4/3), 100 points: -7.8084e-12, -7.8228e-12 bohr^-1
MHL B88, 100 points: 5.9601e-12, 5.9712e-12 hartree
MK n^(4/3), 800 points: -2.6948e-23, -2.7336e-23 bohr^-1
TA n^(4/3), 400 points: 1.8447e-20, 1.8469e-20 bohr^-1
tail orders for n^(4/3): MK 10.000, TA 8.747
MK B88 order, 400 to 800 points: 7.123; limit 7.500
TA B88 order, 400 to 800 points: 6.419; limit 6.560
density zero r* = 0.84024 + 0.57120 i bohr
its image t* = 0.55080 + 0.38209 i
DE amplitude, h = 0.05: actual 9.3726e-25, predicted 8.5862e-25 bohr^-1
DE points per decimal digit, exponential factor: 5.75
DE relative error, 25 points: two exponents 8.7e-07, one exponent 4.6e-14
```
